# Linear thermal expansion of a cubic crystal from its quasiharmonic free energy: test program

```python
"""
Result under test: for a cubic crystal in the quasiharmonic approximation,
    alpha = sum_i gamma_i c_i / (3 B_T V),
alpha   linear thermal expansion coefficient at constant pressure (1/K)
gamma_i = -d ln(omega_i)/d ln(V), mode Gruneisen parameter
c_i     heat capacity of mode i at constant volume (J/K)
B_T     isothermal bulk modulus V d2F/dV2 (Pa),  V equilibrium volume (m^3)
All extensive quantities are per atom.  The model is an fcc crystal with
nearest-neighbour Morse bonds.  The direct road locates the minimum of the
free energy numerically and differentiates the volume with temperature.
"""
import numpy as np
from scipy.constants import hbar, k as k_B
from scipy.optimize import brentq

WELL_DEPTH = 8.0e-20       # J
BOND_LENGTH = 2.8e-10      # m, minimum of the Morse well
STEEPNESS = 4.0 / BOND_LENGTH
MASS = 1.0e-25             # kg
V_STATIC = BOND_LENGTH**3 / np.sqrt(2.0)

BONDS = np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1],
                  [1, 0, -1], [0, 1, 1], [0, 1, -1]], dtype=float)
IDENTITY = np.eye(3)


def phase_factors(n):
    """1 - cos(q.R) on a midpoint mesh; one octant suffices by mirror symmetry."""
    t = (np.arange(n) + 0.5) / n
    mesh = np.array(np.meshgrid(t, t, t, indexing="ij")).reshape(3, -1).T
    return 1.0 - np.cos(np.pi * mesh @ BONDS.T)


MESH = phase_factors(6)
FINE_MESH = phase_factors(10)


def morse(r):
    """Bond energy and its first three derivatives."""
    e = np.exp(-STEEPNESS * (r - BOND_LENGTH))
    return (WELL_DEPTH * (e**2 - 2 * e),
            2 * STEEPNESS * WELL_DEPTH * (e - e**2),
            2 * STEEPNESS**2 * WELL_DEPTH * (2 * e**2 - e),
            2 * STEEPNESS**3 * WELL_DEPTH * (e - 4 * e**2))


def lattice(stretch):
    """Bond lengths and projectors for stretches along the cube axes."""
    vectors = BONDS / np.sqrt(2.0) * BOND_LENGTH * stretch
    r = np.linalg.norm(vectors, axis=1)
    unit = vectors / r[:, None]
    along = np.einsum("bi,bj->bij", unit, unit)
    return r, along, IDENTITY - along


def assemble(longitudinal, transverse, along, across, mesh):
    springs = (longitudinal[:, None, None] * along
               + transverse[:, None, None] * across)
    return 2.0 / MASS * np.einsum("qb,bij->qij", mesh, springs)


def dynamical_matrix(stretch, mesh):
    r, along, across = lattice(stretch)
    _, d1, d2, _ = morse(r)
    return assemble(d2, d1 / r, along, across, mesh)


def free_energy_stretched(stretch, T, mesh=MESH):
    r, _, _ = lattice(stretch)
    squares = np.linalg.eigvalsh(dynamical_matrix(stretch, mesh))
    assert squares.min() > 0, "unstable phonon"
    w = np.sqrt(squares)
    modes = hbar * w / 2 + k_B * T * np.log1p(-np.exp(-hbar * w / (k_B * T)))
    return morse(r)[0].sum() + modes.sum() / len(mesh)


def isotropic(V):
    return np.full(3, (V / V_STATIC) ** (1 / 3))


def free_energy(V, T, mesh=MESH):
    return free_energy_stretched(isotropic(V), T, mesh)


def slope(f, h):
    return (8 * (f(h) - f(-h)) - (f(2 * h) - f(-2 * h))) / (12 * h)


def curvature(f, h):
    return (16 * (f(h) + f(-h)) - f(2 * h) - f(-2 * h) - 30 * f(0.0)) / (12 * h * h)


def pressure(V, T, mesh=MESH):
    return -slope(lambda s: free_energy(V * np.exp(s), T, mesh), 1e-3) / V


def bulk_modulus(V, T, mesh=MESH):
    """V d2F/dV2 from numerical derivatives with respect to ln V."""
    def f(s):
        return free_energy(V * np.exp(s), T, mesh)
    return (curvature(f, 1e-3) - slope(f, 1e-3)) / V


def equilibrium_volume(T, P=0.0, mesh=MESH):
    ratio = brentq(lambda v: pressure(v * V_STATIC, T, mesh) - P,
                   0.95, 1.10, xtol=1e-14, rtol=1e-14)
    return ratio * V_STATIC


def modes_and_gruneisen(V, mesh=MESH):
    """Frequencies and gamma_i from first-order perturbation theory."""
    r, along, across = lattice(isotropic(V))
    _, d1, d2, d3 = morse(r)
    squares, vectors = np.linalg.eigh(dynamical_matrix(isotropic(V), mesh))
    change = assemble(r / 3 * d3, r / 3 * (d2 / r - d1 / r**2),
                      along, across, mesh)
    shift = np.einsum("qim,qij,qjm->qm", vectors, change, vectors)
    return np.sqrt(squares), -shift / (2 * squares)


def mode_heat_capacity(w, T):
    x = hbar * w / (k_B * T)
    return k_B * x**2 * np.exp(-x) / (-np.expm1(-x))**2


def mode_energy(w, T):
    x = hbar * w / (k_B * T)
    return hbar * w * (0.5 + np.exp(-x) / (-np.expm1(-x)))


def per_atom(values):
    return values.sum() / len(values)


def alpha_formula(V, T, mesh=MESH):
    w, gamma = modes_and_gruneisen(V, mesh)
    weighted = per_atom(gamma * mode_heat_capacity(w, T))
    return weighted / (3 * bulk_modulus(V, T, mesh) * V)


def alpha_direct(T, P=0.0):
    return slope(lambda d: np.log(equilibrium_volume(T + d, P)), 0.5) / 3


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Static lattice: rigid atoms at the bottom of the bond energy.
def static_energy(V):
    return morse(lattice(isotropic(V))[0])[0].sum()


B_static = curvature(lambda s: static_energy(V_STATIC * np.exp(s)), 1e-3) / V_STATIC
w_static, gamma_static = modes_and_gruneisen(V_STATIC)

print(f"Well depth: {WELL_DEPTH:.2e} J")
print(f"Morse bond length: {BOND_LENGTH:.2e} m")
print(f"Steepness times bond length: {STEEPNESS * BOND_LENGTH:.1f}")
print(f"Atomic mass: {MASS:.2e} kg")
print(f"Static volume per atom: {V_STATIC:.4e} m^3")
print(f"Static bulk modulus: {B_static:.4e} Pa")
print(f"Highest static mesh frequency: {w_static.max():.3e} rad/s")

# Expansion from the moving minimum against the mode formula.
results = {}
for T in (50.0, 100.0, 300.0, 600.0):
    V = equilibrium_volume(T)
    w, gamma = modes_and_gruneisen(V)
    c = mode_heat_capacity(w, T)
    B = bulk_modulus(V, T)
    direct, formula = alpha_direct(T), alpha_formula(V, T)
    assert B > 0
    assert free_energy(V, T) < min(free_energy(0.999 * V, T),
                                   free_energy(1.001 * V, T))
    assert close(direct, formula, 1e-6)
    static = (per_atom(gamma_static * mode_heat_capacity(w_static, T))
              / (3 * B_static * V_STATIC))
    effective = per_atom(gamma * c) / per_atom(c)
    results[T] = (formula, static, effective, gamma.mean())
    print(f"T = {T:.0f} K: V = {V:.4e} m^3, B_T = {B:.4e} Pa")
    print(f"  C_V = {per_atom(c):.4e} J/K, sum gamma c = {per_atom(gamma * c):.4e} J/K")
    print(f"  gamma: weighted = {effective:.4f}, plain mean = {gamma.mean():.4f}")
    print(f"  alpha direct = {direct:.5e} 1/K, formula = {formula:.5e} 1/K")
    print(f"  alpha with static-lattice values = {static:.4e} 1/K")
    print(f"  static-lattice error = {100 * (static / formula - 1):.2f} %")

# Heat-capacity weighting matters when cold and fades for classical modes.
assert results[50.0][2] < 0.99 * results[50.0][3]
hot = mode_heat_capacity(w_static, 1e5)
assert close(per_atom(gamma_static * hot) / per_atom(hot), gamma_static.mean(), 1e-5)
assert close(per_atom(hot), 3 * k_B, 1e-5)
assert results[600.0][1] < 0.95 * results[600.0][0]

# Ingredients at room temperature, each against a numerical derivative.
T = 300.0
V = equilibrium_volume(T)
w, gamma = modes_and_gruneisen(V)
c, energy = mode_heat_capacity(w, T), mode_energy(w, T)
h = 1e-5
w_plus, gamma_plus = modes_and_gruneisen(V * np.exp(h))
w_minus, gamma_minus = modes_and_gruneisen(V * np.exp(-h))
gamma_numeric = -(np.log(w_plus) - np.log(w_minus)) / (2 * h)
assert np.max(np.abs(gamma_numeric - gamma)) < 1e-5
print(f"Mode gamma at 300 K: min = {gamma.min():.3f}, max = {gamma.max():.3f}")

C_numeric = -T * curvature(lambda d: free_energy(V, T + d), 2.0)
assert close(C_numeric, per_atom(c), 1e-5)

static_push = slope(lambda s: static_energy(V * np.exp(s)), 1e-3)
vibrational_push = per_atom(gamma * energy)
assert close(static_push, vibrational_push, 1e-6)
print(f"V dU/dV at 300 K: {static_push:.4e} J")
print(f"Sum gamma E at 300 K: {vibrational_push:.4e} J")

clamped = slope(lambda d: pressure(V, T + d), 0.5)
assert close(clamped, per_atom(gamma * c) / V, 1e-6)
print(f"Clamped pressure rise at 300 K: {clamped:.4e} Pa/K")

# Bulk modulus split into static and vibrational parts at the same volume.
def static_at(s):
    return static_energy(V * np.exp(s))


B_bond = (curvature(static_at, 1e-3) - slope(static_at, 1e-3)) / V
gamma_change = (gamma_plus - gamma_minus) / (2 * h)
B_vibration = per_atom((gamma + gamma**2 - gamma_change) * energy
                       - gamma**2 * T * c) / V
assert close(B_bond + B_vibration, bulk_modulus(V, T), 1e-5)
print(f"Bond part of B_T at 300 K: {B_bond:.4e} Pa")
print(f"Vibrational part of B_T at 300 K: {B_vibration:.4e} Pa")

# A volume-conserving tetragonal strain has no linear term: the cube stays a cube.
def tetragonal(s):
    return free_energy_stretched(
        isotropic(V) * np.exp(np.array([2 * s, -s, -s])), T)


tetragonal_curvature = curvature(tetragonal, 1e-3)
assert tetragonal_curvature > 0
assert abs(slope(tetragonal, 1e-3)) < 1e-7 * tetragonal_curvature

# The same formula at fixed non-zero pressure.
P = 2.0e9
V_pressed = equilibrium_volume(T, P)
alpha_pressed = alpha_formula(V_pressed, T)
assert close(alpha_direct(T, P), alpha_pressed, 1e-6)
print(f"External pressure: {P:.1e} Pa")
print(f"alpha at 300 K under this pressure: {alpha_pressed:.4e} 1/K")

# Numerical convergence of the wave-vector mesh.
alpha_fine = alpha_formula(equilibrium_volume(T, mesh=FINE_MESH), T, FINE_MESH)
mesh_change = alpha_fine / results[T][0] - 1
assert abs(mesh_change) < 0.01
print(f"Mesh points in octant: {len(MESH)}, finer mesh: {len(FINE_MESH)}")
print(f"Change of alpha at 300 K on finer mesh: {100 * mesh_change:.4f} %")
print("checks complete")
```

Printed output:

```
Well depth: 8.00e-20 J
Morse bond length: 2.80e-10 m
Steepness times bond length: 4.0
Atomic mass: 1.00e-25 kg
Static volume per atom: 1.5522e-29 m^3
Static bulk modulus: 1.0995e+11 Pa
Highest static mesh frequency: 5.055e+13 rad/s
T = 50 K: V = 1.5606e-29 m^3, B_T = 1.0801e+11 Pa
  C_V = 7.9545e-24 J/K, sum gamma c = 1.1353e-23 J/K
  gamma: weighted = 1.4272, plain mean = 1.5755
  alpha direct = 2.24518e-06 1/K, formula = 2.24518e-06 1/K
  alpha with static-lattice values = 2.1641e-06 1/K
  static-lattice error = -3.61 %
T = 100 K: V = 1.5617e-29 m^3, B_T = 1.0743e+11 Pa
  C_V = 2.4055e-23 J/K, sum gamma c = 3.6648e-23 J/K
  gamma: weighted = 1.5235, plain mean = 1.5765
  alpha direct = 7.28136e-06 1/K, formula = 7.28136e-06 1/K
  alpha with static-lattice values = 7.0492e-06 1/K
  static-lattice error = -3.19 %
T = 300 K: V = 1.5719e-29 m^3, B_T = 1.0363e+11 Pa
  C_V = 3.8753e-23 J/K, sum gamma c = 6.1186e-23 J/K
  gamma: weighted = 1.5789, plain mean = 1.5855
  alpha direct = 1.25201e-05 1/K, formula = 1.25201e-05 1/K
  alpha with static-lattice values = 1.1785e-05 1/K
  static-lattice error = -5.87 %
T = 600 K: V = 1.5910e-29 m^3, B_T = 9.7387e+10 Pa
  C_V = 4.0755e-23 J/K, sum gamma c = 6.5241e-23 J/K
  gamma: weighted = 1.6008, plain mean = 1.6024
  alpha direct = 1.40361e-05 1/K, formula = 1.40361e-05 1/K
  alpha with static-lattice values = 1.2452e-05 1/K
  static-lattice error = -11.29 %
Mode gamma at 300 K: min = 0.984, max = 1.944
V dU/dV at 300 K: 2.1093e-20 J
Sum gamma E at 300 K: 2.1093e-20 J
Clamped pressure rise at 300 K: 3.8924e+06 Pa/K
Bond part of B_T at 300 K: 1.0317e+11 Pa
Vibrational part of B_T at 300 K: 4.5865e+08 Pa
External pressure: 2.0e+09 Pa
alpha at 300 K under this pressure: 1.1391e-05 1/K
Mesh points in octant: 216, finer mesh: 1000
Change of alpha at 300 K on finer mesh: 0.0150 %
checks complete
```
